# Hybridisation gaps and heavy mass in slave-boson mean-field bands, part 1

(Sections cited here and not found follow in the second part.)

A two-band fit to a Kondo insulator or a heavy-fermion metal needs a value for the renormalised hybridisation $\tilde V$, and for the insulator the data offer two energies to fix it: the gap seen in activated transport and the absorption edge in the infrared. One has to decide which of the two equals $2\tilde V$, and therefore how fine an energy resolution the calculation needs. A second decision comes with the specific heat: given an $f$ occupation $n_f$, one has to decide which band mass is multiplied by $1/(1-n_f)$. In the mean-field model below the optical edge is $2\tilde V$, the transport gap is smaller by a factor $\sqrt{T_K/D}$, and $1/(1-n_f)$ multiplies the mass of an already hybridised band. For the parameters of the example the two gaps differ by a factor of about 23, and so do the two candidate masses.

## The estimate

Take a conduction band $\varepsilon\in[-D,D]$ with density of states $\rho=1/2D$ per spin, and one $f$ level per site at $\varepsilon_f$, below the chemical potential $\mu$. Double occupation is forbidden, so an electron can hop onto a site only if it is empty. If the probability of that is $Z=1-n_f$, the amplitude is reduced to $\tilde V=V\sqrt Z$, and a flat level $\tilde\varepsilon$ close to $\mu$ crosses the band and mixes with it.

At the crossing the two states are degenerate and split by $2\tilde V$ at the same $k$. This is the direct gap. At the band edges the states are about $D$ apart, and second-order repulsion moves the flat level by $\tilde V^2/D$, downwards at $\varepsilon=+D$, where it is the top of the lower band, and upwards at $\varepsilon=-D$, where it is the bottom of the upper band. These two points lie at different $k$, and the indirect gap is $2\tilde V^2/D$.

The size of $\tilde V$ follows from an energy balance. Moving $Z$ electrons per site from $\varepsilon_f$ to $\mu$ costs $Z(\mu-\varepsilon_f)$. With the lower band full, each state is lowered by $\tilde V^2/|\varepsilon-\tilde\varepsilon|$, cut off at $|\varepsilon-\tilde\varepsilon|\sim\tilde V$. Two spins and two sides of the crossing give a gain $2\cdot2\rho\tilde V^2\ln(D/\tilde V)=2\rho V^2Z\ln(D^2/\tilde V^2)$. Setting the $Z$ derivative of cost minus gain to zero, and keeping only the large logarithm, gives $\mu-\varepsilon_f=2\rho V^2\ln(D^2/\tilde V^2)$. With

$$T_K\equiv D\,e^{-(\mu-\varepsilon_f)/J},\qquad J\equiv2\rho V^2=V^2/D,\qquad k_B=1,$$

this reads $\tilde V^2\sim T_KD$, so that $\Delta_{\rm ind}\sim2T_K$ and $\Delta_{\rm dir}\sim2\sqrt{T_KD}$.

For the mass, a metal has its Fermi level in the flat part of the lower band, where an interval of order $D$ in $\varepsilon$ is compressed into an interval of order $\tilde V^2/D$ in energy. The slope is reduced by $D^2/\tilde V^2=(D/V)^2/Z$. Only the factor $1/Z$ comes from the interaction, and the factor $(D/V)^2$ would be there without it.

The estimate leaves the prefactors open, since a constant under the logarithm multiplies $T_K$. It also does not say where $\mu$ lies, or whether $T_K$ is the scale of a single Kondo ion.

## The mean-field equations

The model is the periodic Anderson model with spin $\tfrac12$, $U=\infty$, a dispersionless $f$ level and a $k$-independent $V$. Energies are measured from the band centre. The empty site is written $b^\dagger|{\rm vac}\rangle$ and the singly occupied site $\tilde f^\dagger_\sigma|{\rm vac}\rangle$, so that the physical annihilation operator is $f_\sigma=b^\dagger\tilde f_\sigma$, subject to $b^\dagger b+\sum_\sigma\tilde f^\dagger_\sigma\tilde f_\sigma=1$. The constraint is added with a multiplier $\lambda$. Mean field replaces $b$ and $\lambda$ by site-independent real numbers. This step is controlled only in a generalisation to large spin degeneracy; for two spin states it is an approximation, and all prefactors below are mean-field prefactors. With $Z=b^2$, each $k$ and spin has

$$H(\varepsilon)=\begin{pmatrix}\varepsilon&\tilde V\\ \tilde V&\tilde\varepsilon\end{pmatrix},\qquad\tilde V=Vb,\qquad\tilde\varepsilon=\varepsilon_f+\lambda,$$

and a constant $\lambda(b^2-1)$ per site remains. The secular equation and its roots are

$$(E-\varepsilon)(E-\tilde\varepsilon)=\tilde V^2,\qquad E_\pm=\tfrac12(\varepsilon+\tilde\varepsilon)\pm\tfrac12R,\qquad R=\sqrt{x^2+4\tilde V^2},\quad x=\varepsilon-\tilde\varepsilon .$$

The derivative of an eigenvalue with respect to a diagonal element is the weight of the eigenvector on that orbital (Hellmann–Feynman theorem). Since $\partial R/\partial\varepsilon=x/R=-\partial R/\partial\tilde\varepsilon$, the $c$ weight of band $\pm$ is $\partial E_\pm/\partial\varepsilon=\tfrac12(1\pm x/R)$ and the $f$ weight is $\partial E_\pm/\partial\tilde\varepsilon=\tfrac12(1\mp x/R)$. Because $R>|x|$, both bands rise with $\varepsilon$, and $E_+-\tilde\varepsilon=\tfrac12(R+x)>0$, $\tilde\varepsilon-E_-=\tfrac12(R-x)>0$. The whole upper band lies above $\tilde\varepsilon$ and the whole lower band below it.

For $1<n\le2$ electrons per site at $T=0$ only the lower band is therefore occupied, up to $\varepsilon_F$ with $2\rho(\varepsilon_F+D)=n$, that is $\varepsilon_F=(n-1)D$, whatever $b$ and $\lambda$ are. The energy per site is

$$\mathcal E(b,\lambda)=2\rho\int_{-D}^{\varepsilon_F}E_-\,d\varepsilon+\lambda(b^2-1).$$

Stationarity in $\lambda$ gives $n_f+b^2-1=0$, because $\partial E_-/\partial\lambda$ is the $f$ weight. Hence $Z=1-n_f$. For stationarity in $b^2$, $\partial R/\partial b^2=2V^2/R$, so $\partial E_-/\partial b^2=-V^2/R$ and

$$\lambda=J\int_{-D}^{\varepsilon_F}\frac{d\varepsilon}{R}.$$

Both integrals are elementary. Let $E_{\rm bot}=E_-(-D)$ and $E_F=E_-(\varepsilon_F)$. The $c$ weight is a total derivative, so

$$n_c=2\rho\int dE_-=\frac{E_F-E_{\rm bot}}{D},\qquad n_f=n-n_c.\tag{1}$$

Further, $d\ln(R-x)/dx=(x/R-1)/(R-x)=-1/R$, and $R-x=2(\tilde\varepsilon-E_-)$, so the $\lambda$ integral is $\ln[(\tilde\varepsilon-E_{\rm bot})/(\tilde\varepsilon-E_F)]$ and

$$\tilde\varepsilon-E_F=(\tilde\varepsilon-E_{\rm bot})\,e^{-\lambda/J}.\tag{2}$$

In the metal $E_F=\mu$. In the insulator, $n=2$, $E_F$ is the band top $E_{\rm top}=E_-(D)$.

## The two gaps of the insulator

The direct gap is the minimum of $E_+-E_-=R$, reached at $\varepsilon=\tilde\varepsilon$ provided $|\tilde\varepsilon|<D$: $\Delta_{\rm dir}=2\tilde V$.

For the indirect gap define $\delta_t=\tilde\varepsilon-E_-(D)$ and $\delta_b=E_+(-D)-\tilde\varepsilon$, so that $\Delta_{\rm ind}=\delta_t+\delta_b\equiv\Delta$. The secular equation at $\varepsilon=D$ and at $\varepsilon=-D$ gives

$$\delta_t(D-\tilde\varepsilon+\delta_t)=\tilde V^2=\delta_b(D+\tilde\varepsilon+\delta_b).\tag{3}$$

The two eigenvalues at $\varepsilon=-D$ add up to the trace $-D+\tilde\varepsilon$, so $E_{\rm bot}=-D-\delta_b$. Equation (1) with $n_c=2-n_f=1+Z$ then reads $D+ZD=\tilde\varepsilon-\delta_t+D+\delta_b$, or $\tilde\varepsilon=ZD+\delta_t-\delta_b$. Subtracting the two sides of (3) gives $(\delta_t-\delta_b)D-\tilde\varepsilon\Delta+(\delta_t-\delta_b)\Delta=0$, so $\delta_t-\delta_b=\tilde\varepsilon\Delta/(D+\Delta)$. Inserting this into the previous relation, $\tilde\varepsilon D/(D+\Delta)=ZD$, and

$$\tilde\varepsilon=Z(D+\Delta),\qquad\delta_t-\delta_b=Z\Delta.\tag{4}$$

The level sits near $ZD$ because the $Z$ electrons that leave the $f$ shell fill the conduction band, at $1/D$ states per unit energy. Equation (2) reads $\delta_t=(D+\tilde\varepsilon+\delta_b)e^{-\lambda/J}$, and multiplying by $D-\tilde\varepsilon+\delta_t$ and using (3),

$$\tilde V^2=(D-\tilde\varepsilon+\delta_t)(D+\tilde\varepsilon+\delta_b)\,e^{-\lambda/J}.\tag{5}$$

Equations (3) to (5) are exact within mean field.

The definition of $T_K$ needs $\mu$, which at $T=0$ could lie anywhere in the gap, so the limit $T\to0$ is taken. Inverting the secular equation, $\varepsilon=E+\tilde V^2/(\tilde\varepsilon-E)$, and the quasiparticle density of states for both spins is

$$N(E)=2\rho\,\frac{d\varepsilon}{dE}=2\rho\left[1+\frac{\tilde V^2}{(\tilde\varepsilon-E)^2}\right].\tag{6}$$

It is finite at both edges, $N_v$ at the top of the lower band and $N_c$ at the bottom of the upper band. For $T\ll\Delta$ the numbers of electrons and holes are $N_cTe^{-(\tilde\varepsilon+\delta_b-\mu)/T}$ and $N_vTe^{-(\mu-\tilde\varepsilon+\delta_t)/T}$. Equating them gives $\mu=\mu_{\rm mid}+\tfrac T2\ln(N_v/N_c)$ with $\mu_{\rm mid}=\tilde\varepsilon-\tfrac12(\delta_t-\delta_b)=\tilde\varepsilon-\tfrac12Z\Delta$. So $\mu\to\mu_{\rm mid}$, and carriers are activated as $e^{-\Delta/2T}$.

Now let $Z\ll1$ and $t=T_K/D\ll1$, write $y=\tilde V^2/D^2$, and keep relative corrections of order $Z^2$ and $y$. Three expansions are needed.

First, the indirect gap. From (3), $\delta_{t}/D=y/(1-Z+y+\dots)$ and $\delta_b/D=y/(1+Z+y+\dots)$, where $\tilde\varepsilon/D\to Z$ and $\delta/D\to y$ in the denominators change only terms of order $yZ$, which enter the two fractions with opposite sign. The sum is

$$\frac{\Delta}{D}=\frac{2y(1+y)}{(1+y)^2-Z^2}\approx2y\,(1-y+Z^2).$$

Second, the exponential. With $\lambda=(\mu-\varepsilon_f)+(\tilde\varepsilon-\mu)$, $e^{-\lambda/J}=t\,e^{-Z\Delta/2J}$, and $Z\Delta/2J\approx ZyD/J=Z\tilde V^2/V^2=Z^2$. So $e^{-\lambda/J}\approx t(1-Z^2)$.

Third, the prefactor in (5) is $D^2-\tilde\varepsilon^2+D(\delta_t+\delta_b)+\dots\approx D^2(1-Z^2+2y)$.

Together, $y\approx t(1-2Z^2+2t)$, where $y\to t$ in the correction. The direct gap is $2D\sqrt y$, and the square root halves the correction. In the indirect gap the two corrections add, $(-2Z^2+2t)+(Z^2-t)=-Z^2+t$. The same factor appears in both:

$$\Delta_{\rm ind}=2T_K\,c,\qquad\Delta_{\rm dir}=2\sqrt{T_KD}\;c,\qquad c\approx1-Z^2+\frac{T_K}{D}.\tag{7}$$

The prefactors of the estimate are thus correct at leading order for the flat band, $Z=yD^2/V^2\approx T_K/J$, and $\Delta_{\rm dir}/\Delta_{\rm ind}=\sqrt{D/T_K}$ with no correction at this order. The form free of $T_K$ is $\Delta_{\rm dir}^2=2D\Delta_{\rm ind}\,c$.

It matters that $\varepsilon_f$ is measured from the actual $\mu$. If $\varepsilon_f$ is given from the band centre, then $\mu\approx ZD$ and $Z\approx T_K/J$ give $\mu/J\approx tD^2/J^2=\kappa t$ with $\kappa=(D/V)^4$. The definition of $T_K$ becomes $t=t_0e^{-\kappa t}$ with $t_0=e^{\varepsilon_f/J}$. Multiplying by $\kappa e^{\kappa t}$ gives $\kappa t\,e^{\kappa t}=\kappa t_0$, solved by the Lambert function:

$$T_K\approx D\,W(\kappa t_0)/\kappa.\tag{8}$$

Only for $\kappa t_0\ll1$, where $W(z)\approx z$, is $T_K\approx Dt_0$. Because $\kappa$ is large, this is a much stronger condition than $t_0\ll1$.

## The scale of a single ion

The name $T_K$ is earned if one $f$ site in a band of the same width, at the same $\varepsilon_f-\mu$, has this scale. For simplicity take the band centred on $\mu$ and measure energies from $\mu$. This neglects the offset $\mu\approx ZD$ found in the insulator, which changes $T_{\rm imp}$ by a relative amount of order $Z^2$, about 0.2% in the example and as large as the last term of (9); equation (9) holds for the centred band. On the imaginary axis, for $\omega>0$, the local conduction Green function is $g=\rho\int d\xi/(i\omega-\xi)=-i\pi\rho A(\omega)$ with $A=\tfrac2\pi\arctan(D/\omega)$, and

$$G=\frac1{i\omega-\tilde\varepsilon-\tilde V^2g}=\frac{-\tilde\varepsilon-i(\omega+\tilde\Gamma A)}{\tilde\varepsilon^2+(\omega+\tilde\Gamma A)^2},\qquad\tilde\Gamma=\pi\rho\tilde V^2.$$

The occupation is $n_f=2[\tfrac12+\tfrac1\pi\int_0^\infty{\rm Re}\,G\,d\omega]$. The integral is dominated by $\omega\ll D$, where $A\to1$, and $\int_0^\infty\tilde\varepsilon\,d\omega/[\tilde\varepsilon^2+(\omega+\tilde\Gamma)^2]=\arctan(\tilde\varepsilon/\tilde\Gamma)$. Hence $Z=\tfrac2\pi\arctan(\tilde\varepsilon/\tilde\Gamma)$, and $\tilde\varepsilon\approx\tfrac\pi2Z\tilde\Gamma\ll\tilde\Gamma$ for small $Z$.

Stationarity in $b$ gives $2Vs+2\lambda b=0$, where $s=\sum_\sigma\langle c^\dagger\tilde f\rangle=2\int_{-\infty}^\infty\frac{d\omega}{2\pi}\tilde VgG$, since the mixed Green function is $g\tilde VG$. The values at $\pm\omega$ are complex conjugates, and ${\rm Re}\,gG=-\pi\rho A(\omega+\tilde\Gamma A)/[\dots]$, so

$$\lambda=J\int_0^\infty\frac{A\,(\omega+\tilde\Gamma A)}{\tilde\varepsilon^2+(\omega+\tilde\Gamma A)^2}\,d\omega .$$

Split the range at $a$ with $\tilde\Gamma\ll a\ll D$. Below $a$, $A\to1$ and the integral is $\tfrac12\ln[\tilde\varepsilon^2+(\omega+\tilde\Gamma)^2]$ between the limits, which is $\ln(a/T_{\rm imp})$ with $T_{\rm imp}=|\tilde\varepsilon+i\tilde\Gamma|$. Above $a$ the integrand is $A/\omega$. For $\omega<D$ write $A=1-\tfrac2\pi\arctan(\omega/D)$; the subtracted piece gives $-\tfrac2\pi\int_0^1\arctan u\,du/u$, and the range $\omega>D$ gives the same integral with a plus sign under $u=D/\omega$. They cancel and leave $\ln(D/a)$. So $\lambda=J\ln(D/T_{\rm imp})$ and $T_{\rm imp}=T_Ke^{-\tilde\varepsilon/J}$.

There are two leading corrections. One is $\tilde\varepsilon/J=\tfrac\pi2Z\cdot\pi\rho ZV^2/2\rho V^2=\pi^2Z_{\rm imp}^2/4$. The other comes from the next term of the integrand for $\omega\gg\tilde\Gamma$, which is $-\tilde\Gamma A^2/\omega^2$; with $A^2\approx1-4\omega/\pi D$ it contains $+4\tilde\Gamma/\pi D\omega$, whose integral from $\tilde\Gamma$ to $D$ is $\tfrac4\pi t\ln(1/t)$. Up to terms of order $t$ without a logarithm,

$$T_{\rm imp}/T_K\approx1+\tfrac4\pi\,t\ln(1/t)-\tfrac{\pi^2}4Z_{\rm imp}^2.\tag{9}$$

Since $T_{\rm imp}\approx\tilde\Gamma=\tfrac\pi2Z_{\rm imp}J$ while the lattice has $T_K\approx ZJ$, the weights differ by $Z/Z_{\rm imp}\approx\pi/2$.

Within mean field, the insulator's direct gap is $2\tilde V\approx2\sqrt{T_KD}$ and its indirect gap is about $2T_K$, where $T_K$ agrees with the single-ion scale up to small corrections. It remains to show which gap absorbs light and where $1/(1-n_f)$ enters the mass, to compare the results with numbers, and to say where they stop.
